# Zitterbewegung of a free Dirac electron from the Heisenberg equations, part 1

(Sections cited here and not found follow in the second part.)

## First half: the motion of the position operator

**Q.** You say that the position of a free Dirac electron can be found at every time by integrating an operator equation. Before I accept any algebra, tell me what the operators are.

**A.** The system is one electron without external fields, described by the one-particle Dirac equation. I use Hartree atomic units, $\hbar=m=e=1$, in which the speed of light is $c=137.036$. The Hamiltonian is

$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2 .$$

The four matrices are Hermitian and obey

$$\{\alpha_j,\alpha_k\}=2\delta_{jk},\qquad \{\alpha_k,\beta\}=0,\qquad \beta^2=1,$$

where $\{A,B\}=AB+BA$. The wave function is a four-component function of momentum. On it $p_k$ multiplies, and the position operator is $r_k=i\,\partial/\partial p_k$.

In the Heisenberg picture the state stays fixed and an operator moves as $A(t)=e^{iHt}Ae^{-iHt}$. Differentiation gives $dA/dt=i[H,A(t)]$ when $A$ has no time dependence of its own. An operator written without a time argument is taken at $t=0$. Both $H$ and $\mathbf p$ commute with $H$, so they are constant.

**Q.** Then the velocity should be a function of the momentum, and a constant too. Where could an oscillation come from?

**A.** The velocity has to be computed from its definition. Let the commutator act on a wave function $f(\mathbf p)$:

$$[H,r_k]f=H\,i\frac{\partial f}{\partial p_k}-i\frac{\partial (Hf)}{\partial p_k}
=-i\frac{\partial H}{\partial p_k}f .$$

The terms with $\partial f/\partial p_k$ cancel. Multiplication by $i$ gives

$$\frac{dr_k}{dt}=i[H,r_k]=\frac{\partial H}{\partial p_k}=c\,\alpha_k .$$

The velocity is a matrix, not a function of $\mathbf p$ alone. It need not be constant, because $\alpha_k$ does not commute with $H$.

**Q.** Since $\alpha_k^2=1$, that velocity has eigenvalues $\pm c$. An electron at rest would then be found to move at the speed of light. Is this not already a contradiction?

**A.** It would be one if $\alpha_k$ were conserved. The eigenvalues $\pm c$ refer to the velocity operator at one instant. What can be compared with the speed of a slow electron is the displacement over a time long enough for any rapid part to average out. To find it we need $\alpha_k(t)$.

Start from the anticommutator with $H$. The momentum commutes with the matrices, so

$$\{H,\alpha_k\}=c\sum_j p_j\{\alpha_j,\alpha_k\}+c^2\{\beta,\alpha_k\}=2c\,p_k .$$

Hence $H\alpha_k=2cp_k-\alpha_kH$, and the commutator becomes

$$[H,\alpha_k]=H\alpha_k-\alpha_kH=2cp_k-2\alpha_kH .$$

The Heisenberg equation is therefore

$$\frac{d\alpha_k}{dt}=2i\left(c\,p_k-\alpha_k H\right).$$

On the right $\alpha_k$ stands for $\alpha_k(t)$. The relation holds at every time because conjugation with $e^{iHt}$ leaves $p_k$ and $H$ unchanged.

**Q.** That looks like a linear differential equation, but its coefficient is an operator that does not commute with the unknown. You can't solve it as if these were numbers.

**A.** The order of the factors can be kept throughout. First look for a constant solution. It must satisfy $\alpha_kH=cp_k$, which gives $cp_kH^{-1}$, provided that $H^{-1}$ exists. To see that it does, square the Hamiltonian:

$$H^2=c^2\sum_{jk}p_jp_k\tfrac12\{\alpha_j,\alpha_k\}+c^3\sum_kp_k\{\alpha_k,\beta\}+c^4\beta^2
=c^2p^2+c^4 .$$

In the first term $p_jp_k$ is symmetric, so only the symmetric part of $\alpha_j\alpha_k$ contributes. The middle term vanishes. Define

$$E=\sqrt{c^2p^2+c^4}\ \ge c^2 .$$

Then $H^2=E^2$. The eigenvalues of $H$ at momentum $\mathbf p$ are $\pm E$, none of them is zero, and $H^{-1}=H/E^2$.

Now split off the constant solution by defining

$$\eta_k=\alpha_k-c\,p_kH^{-1}.$$

The subtracted part does not depend on time, so

$$\frac{d\eta_k}{dt}=2i(cp_k-\alpha_kH)=-2i(\alpha_k-cp_kH^{-1})H=-2i\,\eta_kH .$$

The solution with the correct initial value is

$$\eta_k(t)=\eta_k\,e^{-2iHt},$$

with the exponential on the right. Differentiating it produces a factor $-2iH$ on the right, as the equation demands.

**Q.** You have found a solution. I would like to see directly that it is the Heisenberg operator.

**A.** Use the anticommutator of $\eta_k$ with $H$:

$$H\eta_k+\eta_kH=\{H,\alpha_k\}-2cp_kH^{-1}H=2cp_k-2cp_k=0 .$$

So $H\eta_k=-\eta_kH$. Moving $\eta_k$ through a power of $H$ gives $H^n\eta_k=\eta_k(-H)^n$. Applied to every term of the exponential series at fixed momentum, this gives $e^{iHt}\eta_k=\eta_ke^{-iHt}$. The definition of the Heisenberg operator then yields

$$\eta_k(t)=e^{iHt}\eta_ke^{-iHt}=\eta_ke^{-2iHt}.$$

The factor 2 arises because the two exponentials add instead of cancelling. The complete velocity is

$$c\,\alpha_k(t)=c^2p_kH^{-1}+c\,\eta_k\,e^{-2iHt}.$$

**Q.** Integrate it, then, and keep track of the factors of $i$.

**A.** Since $H$ commutes with its own exponential,

$$\int_0^te^{-2iHs}ds=\left(e^{-2iHt}-1\right)(-2iH)^{-1}
=\frac i2H^{-1}\left(e^{-2iHt}-1\right),$$

where $1/(-2i)=i/2$. Integrating the velocity from $0$ to $t$ gives

$$r_k(t)=r_k+c^2p_kH^{-1}t+\frac{ic}{2}\eta_kH^{-1}\left(e^{-2iHt}-1\right).$$

It is useful to name the oscillating operator:

$$\xi_k(t)=\frac{ic}{2}\eta_kH^{-1}e^{-2iHt},\qquad
r_k(t)=r_k-\xi_k(0)+c^2p_kH^{-1}t+\xi_k(t).$$

The first form shows that the displacement vanishes at $t=0$. The second separates a fixed position, a uniform drift and an oscillation. This oscillation is the Zitterbewegung.

**Q.** A position must be Hermitian. Your $\xi_k(t)$ has an explicit $i$, and its factors do not commute.

**A.** Take the adjoint, reversing the order of the factors:

$$\xi_k(t)^\dagger=-\frac{ic}{2}e^{2iHt}H^{-1}\eta_k .$$

The operator $\eta_k$ is Hermitian because $\alpha_k$ is Hermitian and $p_k$ commutes with $H^{-1}$. Moving $\eta_k$ to the left changes $H^{-1}$ into $-H^{-1}$ and $e^{2iHt}$ into $e^{-2iHt}$. The two minus signs cancel:

$$\xi_k(t)^\dagger=\frac{ic}{2}\eta_ke^{-2iHt}H^{-1}=\xi_k(t).$$

The factor $i$ is needed because $\eta_kH^{-1}$ is anti-Hermitian.

**Q.** The exponent contains an operator. What entitles you to speak of a frequency?

**A.** Because $H^2=E^2$, the even powers in the exponential are numbers at fixed momentum, and the odd powers are numbers times $H$. Collecting them gives

$$e^{-2iHt}=\cos(2Et)-i\frac HE\sin(2Et).$$

Insert this into $\xi_k(t)$. In the sine term the factors are $(ic/2)(-i/E)=c/(2E)$, and $H^{-1}H=1$:

$$\xi_k(t)=\xi_k(0)\cos(2Et)+\frac{c}{2E}\eta_k\sin(2Et).$$

At momentum $\mathbf p$ the angular frequency is therefore $2E$. With $\hbar$ restored it is $2E/\hbar$, the energy difference between the two signs divided by $\hbar$. Its lowest value is

$$2c^2=37558\ \text{a.u.}=1.5527\times10^{21}\ \text{rad/s},$$

reached at $p=0$. The corresponding period is $2\pi/(2c^2)=\pi/c^2=1.6729\times10^{-4}$ a.u., or $4.047\times10^{-21}$ s. Momenta of different length have different frequencies.

**Q.** And the amplitude? The coefficients of the cosine and the sine are matrices, so I see no single length.

**A.** The length is found from the square of $\xi_k$. First,

$$\eta_k^2=\alpha_k^2-cp_k\{\alpha_k,H^{-1}\}+c^2p_k^2H^{-2}.$$

With $H^{-1}=H/E^2$, the anticommutator is $\{\alpha_k,H\}/E^2=2cp_k/E^2$. Thus

$$\eta_k^2=1-\frac{2c^2p_k^2}{E^2}+\frac{c^2p_k^2}{E^2}=1-\frac{c^2p_k^2}{E^2}.$$

Now square $\xi_k(0)$. The prefactor gives $(ic/2)^2=-c^2/4$, and interchanging $H^{-1}$ with $\eta_k$ gives another minus sign:

$$\xi_k(0)^2=-\frac{c^2}{4}\eta_kH^{-1}\eta_kH^{-1}
=\frac{c^2}{4}\eta_k^2H^{-2}
=\frac{c^2}{4E^2}\left(1-\frac{c^2p_k^2}{E^2}\right).$$

This is a number at each momentum and commutes with $H$. The square of $\xi_k(t)=e^{iHt}\xi_k(0)e^{-iHt}$ is therefore the same at all times. Moreover $\xi_k(t)$ anticommutes with $H$, so $H$ turns an eigenvector of $\xi_k(t)$ into one with the opposite eigenvalue, and both signs occur. The eigenvalues of $\xi_k(t)$ at momentum $\mathbf p$ are $\pm a_k$, where

$$a_k=\frac{c}{2E}\sqrt{1-\frac{c^2p_k^2}{E^2}} .$$

Across the momentum, $p_k=0$ and $a_\perp=c/(2E)$. Along it, $1-c^2p^2/E^2=c^4/E^2$, so $a_\parallel=c^3/(2E^2)$. For $p\ll c$ we have $E\approx c^2$, and both approach

$$\frac1{2c}=3.6487\times10^{-3}\ \text{bohr}=0.19308\ \text{pm}.$$

This is half the reduced Compton wavelength, $\hbar/(2mc)$ in ordinary units.

**Q.** An eigenvalue is not yet the amplitude of a mean position. Does every electron with small momentum swing by $1/(2c)$?

**A.** No. For a spinor $u$ of unit norm at one momentum, the mean $\langle\xi_k(t)\rangle$ lies between $-a_k$ and $a_k$ at all times. So $a_k$ is an upper bound on the amplitude of the mean.

The weights of the two energy signs make this bound sharper. Write $u=u_++u_-$, with $Hu_\pm=\pm Eu_\pm$, and let $w_\pm=\|u_\pm\|^2$. Since $\eta_k$ anticommutes with $H$, it turns a vector of energy $E$ into one of energy $-E$. So does $\xi_k(t)$. Vectors of different energy are orthogonal, hence only the cross terms contribute:

$$\langle\xi_k(t)\rangle=2\,\mathrm{Re}\,\langle u_+|\xi_k(t)u_-\rangle,
\qquad |\langle\xi_k(t)\rangle|\le2\sqrt{w_+w_-}\;a_k .$$

The last step uses the Cauchy–Schwarz inequality and $\|\xi_ku_-\|=a_k\|u_-\|$. Because $w_++w_-=1$, the factor $2\sqrt{w_+w_-}$ reaches 1 only for equal weights.

The full amplitude can be reached. Take an eigenvector of $\xi_k(0)$ with eigenvalue $a_k$: its mean equals $a_k$ at $t=0$. Equal weights alone are not sufficient, because the relative spin of the two parts also matters. Their relative phase only shifts the oscillation in time, since $\langle u_+|\xi_k(t)u_-\rangle=e^{2iEt}\langle u_+|\xi_k(0)u_-\rangle$.

**Q.** There are three directions. Could the mean position then swing by $\sqrt3/(2c)$, with each component at its maximum?

**A.** No. The axis $k$ was arbitrary, so the bound applies to the component of $\langle\boldsymbol\xi\rangle$ along any unit vector. Choose that vector along $\langle\boldsymbol\xi\rangle$ itself. The component is then the length of the mean vector, which cannot exceed $1/(2c)$. The sum $\langle\xi_x^2+\xi_y^2+\xi_z^2\rangle$ does approach $3/(4c^2)$ at small momentum, but a mean square is not the square of a mean.

**Q.** How quickly do the largest amplitudes fall below $1/(2c)$ when the electron moves faster?

**A.** These are the values for a momentum of length $p$, with both amplitudes in bohr:

| $p/c$ | $2E$ (hartree) | along $\mathbf p$ | across $\mathbf p$ |
|---|---|---|---|
| 0 | 37558 | $3.649\times10^{-3}$ | $3.649\times10^{-3}$ |
| 0.1 | 37745 | $3.613\times10^{-3}$ | $3.631\times10^{-3}$ |
| 1 | 53115 | $1.824\times10^{-3}$ | $2.580\times10^{-3}$ |

At $p=0.1c$ the changes are still at the level of one percent or less. At $p=c$ we have $E=\sqrt2\,c^2$, so the amplitude along $\mathbf p$ is halved to $1/(4c)$ and the one across it is reduced by $\sqrt2$. Fast motion raises the frequency and shrinks the oscillation, more strongly along the momentum than across it.

## Second half: energy subspaces and wave packets

The symbols carried over are $H=c\boldsymbol\alpha\cdot\mathbf p+\beta c^2$, $E=\sqrt{c^2p^2+c^4}$ and $\eta_k=\alpha_k-cp_kH^{-1}$, in atomic units. The solution found above is

$$r_k(t)=r_k-\xi_k(0)+c^2p_kH^{-1}t+\xi_k(t),\qquad
\xi_k(t)=\frac{ic}{2}\eta_kH^{-1}e^{-2iHt}.$$

Moreover $\eta_kH=-H\eta_k$, and $\xi_k(t)^2=a_k^2$ with $a_k=(c/2E)\sqrt{1-c^2p_k^2/E^2}$.

**Q.** Your bound contained the weights of both energy signs at a single momentum. A real electron is a packet of many momenta. Can two different momenta of positive energy produce the oscillation between them?

**A.** They cannot. Define the sign of the energy and the two projectors by

$$\Lambda=\frac HE,\qquad \Lambda^2=1,\qquad P_\pm=\frac{1\pm\Lambda}{2}.$$

The number $E$ depends only on $\mathbf p$ and commutes with $\eta_k$, so $\eta_k$ anticommutes with $\Lambda$ as it does with $H$. Therefore

$$P_\pm\eta_k=\tfrac12(1\pm\Lambda)\eta_k=\eta_k\tfrac12(1\mp\Lambda)=\eta_kP_\mp .$$

Since $P_\mp P_\pm=0$, it follows that $P_\pm\eta_kP_\pm=0$. The other factors in $\xi_k(t)$ are functions of $H$ and $\mathbf p$, and they commute with the projectors. Thus

$$P_\pm\xi_k(t)P_\pm=0\qquad\text{for every }t .$$

This is an operator statement on the whole space. For any two packets $\phi$ and $\chi$ of the same energy sign, whatever their momenta, $\langle\phi|\xi_k(t)|\chi\rangle=0$. The projected position is

$$P_\pm r_k(t)P_\pm=P_\pm\left(r_k+c^2p_kH^{-1}t\right)P_\pm .$$

On the two subspaces $H^{-1}$ equals $\pm1/E$, so the velocity is $\pm c^2\mathbf p/E$. For positive energy this is the relativistic velocity of a particle with momentum $\mathbf p$. It tends to $\mathbf p$ for $p\ll c$, as it should with $m=1$.

The position operator of a free Dirac electron is now known at every time, and its oscillation at $2E$ has no matrix elements between states of the same energy sign. It remains to identify the property of the position operator that produces the oscillation, and to follow the motion of a wave packet in numbers.
